# Dispersion coefficients C6, C8 and C10 from polarizabilities at imaginary frequency: a numerical check

```python
"""
Result under test (atomic units, neutral S-state atoms, no overlap or retardation):
  E_disp = - sum_{l,k>=1} C_lk / R^(2l+2k+2),
  C_lk = (2l+2k)!/((2l)!(2k)!) / (2 pi) * int_0^inf alpha_l^A(iw) alpha_k^B(iw) dw,
so that C6 = C_11, C8 = C_12 + C_21, C10 = C_13 + C_31 + C_22.
alpha_l(iw) = sum_n 2 w_n S_n/(w_n^2+w^2), S_n = |<n|Q_l0|0>|^2, where
Q_lm = sum_i q_i r_i^l C_lm and C_lm = sqrt(4 pi/(2l+1)) Y_lm.
w_n: excitation energy, R: distance of the nuclei, which lie along z.
"""
from math import factorial, pi, sqrt, log
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, roots_laguerre, lpmv
from pyscf import gto

# ---------- integral identity for 1/(a+b) ----------
def identity_integral(a, b):
    value = quad(lambda w: a*b/((a*a + w*w)*(b*b + w*w)), 0, np.inf,
                 epsabs=1e-12, epsrel=1e-11)[0]
    return 2/pi*value

for a, b in [(0.4, 0.9), (0.7, 0.7), (0.1, 3.0)]:
    assert abs(identity_integral(a, b)*(a + b) - 1) < 1e-8

# ---------- bipolar expansion of the Coulomb interaction ----------
def solid_legendre(L, v):
    """|v|^L P_L(v_z/|v|) as a polynomial, valid for complex vectors."""
    coeff = np.polynomial.legendre.leg2poly([0]*L + [1])
    square = v[0]**2 + v[1]**2 + v[2]**2
    return sum(coeff[j]*v[2]**j*square**((L - j)//2) for j in range(L % 2, L + 1, 2))

def pair_term(l, k, a, b):
    """Part of |a-b|^L P_L of degree l in a and k in b, taken out by a Fourier sum."""
    L = l + k
    total = 0
    for j in range(L + 1):
        s = np.exp(2j*pi*j/(L + 1))
        total = total + solid_legendre(L, [s*p - q for p, q in zip(a, b)])*s**(-l)
    return np.real(total)/(L + 1)

def solid_harmonic(l, m, v):
    """r^l C_lm with the Condon-Shortley phase."""
    r = np.linalg.norm(v)
    n = abs(m)
    value = (sqrt(factorial(l - n)/factorial(l + n))*lpmv(n, l, v[2]/r)
             * np.exp(1j*n*np.arctan2(v[1], v[0]))*r**l)
    return value if m >= 0 else (-1)**n*np.conj(value)

def coupling(l, k, m):
    return factorial(l + k)/sqrt(factorial(l + m)*factorial(l - m)
                                 * factorial(k + m)*factorial(k - m))

a_vec = np.array([0.5, -0.3, 0.7])
b_vec = np.array([-0.2, 0.6, 0.4])
phi = 0.83
u = a_vec[2] + 1j*(a_vec[0]*np.cos(phi) + a_vec[1]*np.sin(phi))
for l in (1, 2, 3):
    expansion = sum((-1j)**m*factorial(l)/sqrt(factorial(l + m)*factorial(l - m))
                    * solid_harmonic(l, m, a_vec)*np.exp(-1j*m*phi)
                    for m in range(-l, l + 1))
    assert abs(expansion - u**l) < 1e-12
    for k in (1, 2, 3):
        formula = (-1)**k*sum(coupling(l, k, m)*solid_harmonic(l, m, a_vec)
                              * solid_harmonic(k, -m, b_vec)
                              for m in range(-min(l, k), min(l, k) + 1))
        assert abs(formula - pair_term(l, k, a_vec, b_vec)) < 1e-11

R_test = 12.0
z_axis = np.array([0, 0, R_test])
coulomb = (1/np.linalg.norm(z_axis + b_vec - a_vec) - 1/np.linalg.norm(z_axis + b_vec)
           - 1/np.linalg.norm(z_axis - a_vec) + 1/R_test)
series = sum(pair_term(l, L - l, a_vec, b_vec)/R_test**(L + 1)
             for L in range(2, 13) for l in range(1, L))
assert abs(series/coulomb - 1) < 1e-6

# ---------- geometric factor from direct angular averages ----------
def geometric_factor(l, k):
    return factorial(2*l + 2*k)/(factorial(2*l)*factorial(2*k))

x, wx = np.polynomial.legendre.leggauss(8)
angles = 2*pi*np.arange(12)/12
ca, cb, ph = np.meshgrid(x, x, angles, indexing="ij")
sphere_weight = wx[:, None, None]*wx[None, :, None]/4/12
dir_a = [np.sqrt(1 - ca**2)*np.cos(ph), np.sqrt(1 - ca**2)*np.sin(ph), ca]
dir_b = [np.sqrt(1 - cb**2), 0*cb, cb]
averaged_factor = {}
for l in (1, 2, 3):
    for k in (1, 2, 3):
        mean_square = np.sum(sphere_weight*pair_term(l, k, dir_a, dir_b)**2)
        averaged_factor[l, k] = mean_square*(2*l + 1)*(2*k + 1)
        assert abs(averaged_factor[l, k]/geometric_factor(l, k) - 1) < 1e-10

# ---------- polarizabilities and dispersion coefficients ----------
node, weight = np.polynomial.legendre.leggauss(200)
freq = 0.6*(1 + node)/(1 - node)
freq_weight = weight*1.2/(1 - node)**2

def polarizability(spectrum, w):
    energy, strength = spectrum
    w = np.atleast_1d(w)
    return np.sum(2*energy*strength/(energy**2 + w[:, None]**2), axis=1)

def frequency_integral(spec_a, spec_b):
    return np.sum(freq_weight*polarizability(spec_a, freq)*polarizability(spec_b, freq))

def coefficient(atom_a, atom_b, l, k):
    return geometric_factor(l, k)/(2*pi)*frequency_integral(atom_a[l], atom_b[k])

def coefficient_double_sum(atom_a, atom_b, l, k):
    (ea, sa), (eb, sb) = atom_a[l], atom_b[k]
    return averaged_factor[l, k]*np.sum(np.outer(sa, sb)/(ea[:, None] + eb[None, :]))

def totals(rule, atom_a, atom_b):
    return [sum(rule(atom_a, atom_b, l, L - l) for l in range(1, L)) for L in (2, 3, 4)]

# ---------- hydrogen atom in a Laguerre basis ----------
def hydrogen_spectrum(l, size):
    t, wt = roots_laguerre(60)
    r, wr = t/2, wt/2            # the weight contains exp(-2r)
    poly, slope = [], []
    for j in range(size):
        lag = eval_genlaguerre(j, 2*l + 2, 2*r)
        dlag = -2*eval_genlaguerre(j - 1, 2*l + 3, 2*r) if j else 0*r
        p = r**(l + 1)*lag
        dp = (l + 1)*r**l*lag + r**(l + 1)*dlag - p
        norm = sqrt(np.sum(wr*p*p))
        poly.append(p/norm)
        slope.append(dp/norm)
    poly, slope = np.array(poly), np.array(slope)
    overlap = (poly*wr) @ poly.T
    hamiltonian = 0.5*(slope*wr) @ slope.T + (poly*wr*(l*(l + 1)/(2*r**2) - 1/r)) @ poly.T
    energy, vec = eigh(hamiltonian, overlap)
    radial = vec.T @ (poly @ (wr*r**l*2*r))
    return energy + 0.5, radial**2/(2*l + 1)

basis_size, small_size = 22, 16
hydrogen = {l: hydrogen_spectrum(l, basis_size) for l in (1, 2, 3)}
hydrogen_small = {l: hydrogen_spectrum(l, small_size) for l in (1, 2, 3)}

# static values from closed first-order wavefunctions
rs = sp.symbols("r", positive=True)
static_exact = {}
for l in (1, 2, 3):
    f = (rs**(l + 1)/(l + 1) + rs**l/l)*sp.exp(-rs)
    residual = (-(sp.diff(f, rs, 2) + 2*sp.diff(f, rs)/rs)/2
                + l*(l + 1)*f/(2*rs**2) - f/rs + f/2 - rs**l*sp.exp(-rs))
    assert sp.simplify(residual) == 0
    integrand = sp.expand(rs**(l + 2)*(rs**(l + 1)/(l + 1) + rs**l/l))*sp.exp(-2*rs)
    static_exact[l] = sp.Rational(8, 2*l + 1)*sp.integrate(sp.expand(integrand), (rs, 0, sp.oo))
    assert abs(polarizability(hydrogen[l], 0)[0]/float(static_exact[l]) - 1) < 1e-9

C_int = totals(coefficient, hydrogen, hydrogen)
C_sum = totals(coefficient_double_sum, hydrogen, hydrogen)
C_small = totals(coefficient, hydrogen_small, hydrogen_small)
for ci, cs, cm in zip(C_int, C_sum, C_small):
    assert abs(ci/cs - 1) < 1e-8
    assert abs(ci/cm - 1) < 1e-6

# ---------- two unlike atoms with unexpanded Coulomb integrals ----------
# A: hydrogen; B: hydrogen in an added well  well*r^2; electrons distinguishable
exponents = {0: [0.1*3.0**j for j in range(7)], 1: [0.08*2.5**j for j in range(4)],
             2: [0.08*2.2**j for j in range(4)], 3: [0.08*2.1**j for j in range(3)]}
gauss_basis = {"H": [[l, [e, 1.0]] for l in exponents for e in exponents[l]]}
mol = gto.M(atom=[["H", (0, 0, 0)]], basis=gauss_basis, unit="Bohr", spin=1, verbose=0)
well = 0.05
rr, rrr = mol.intor("int1e_rr"), mol.intor("int1e_rrr")
moment = {1: mol.intor("int1e_r")[2], 2: rr[8] - 0.5*(rr[0] + rr[4]),
          3: rrr[26] - 1.5*(rrr[18] + rrr[22])}

def gaussian_atom(strength_of_well):
    h = (mol.intor("int1e_kin") + mol.intor("int1e_nuc")
         + strength_of_well*(rr[0] + rr[4] + rr[8]))
    energy, orb = eigh(h, mol.intor("int1e_ovlp"))
    spectrum = {l: (energy[1:] - energy[0], (orb.T @ moment[l] @ orb[:, 0])[1:]**2)
                for l in moment}
    return energy, orb, spectrum

eA, orbA, specA = gaussian_atom(0.0)
eB, orbB, specB = gaussian_atom(well)

def perturbation_energies(R):
    """Second- and third-order energies with the full Coulomb interaction."""
    dimer = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, R)]], basis=gauss_basis,
                  unit="Bohr", spin=0, verbose=0)
    n = mol.nbas
    eri = dimer.intor("int2e", shls_slice=(0, n, 0, n, n, 2*n, n, 2*n))
    with mol.with_rinv_origin((0, 0, R)):
        nucB_on_A = orbA.T @ mol.intor("int1e_rinv") @ orbA
    with mol.with_rinv_origin((0, 0, -R)):
        nucA_on_B = orbB.T @ mol.intor("int1e_rinv") @ orbB
    part = np.tensordot(orbA[:, 0], eri, axes=(0, 0))
    part = np.tensordot(orbB[:, 0], part, axes=(0, 1))
    V0 = orbA.T @ part @ orbB
    V0[:, 0] -= nucB_on_A[:, 0]
    V0[0, :] -= nucA_on_B[0, :]
    V0[0, 0] += 1/R
    gap = (eA - eA[0])[:, None] + (eB - eB[0])[None, :]
    gap[0, 0] = 1.0
    amp = V0/gap
    amp[0, 0] = 0.0
    second = -np.sum(amp*V0)
    T = orbA @ amp @ orbB.T
    third = (np.einsum("abcd,ac,bd->", eri, T, T) - np.sum(nucB_on_A*(amp @ amp.T))
             - np.sum(nucA_on_B*(amp.T @ amp)) + (1/R - V0[0, 0])*np.sum(amp**2))
    return second, third

R_pair = 20.0
E2_direct = perturbation_energies(R_pair)[0]
E2_series = -sum(coefficient(specA, specB, l, k)/R_pair**(2*l + 2*k + 2)
                 for l in (1, 2, 3) for k in (1, 2, 3))
assert abs(E2_series/E2_direct - 1) < 1e-6
C_pair = totals(coefficient, specA, specB)
C12_pair, C21_pair = coefficient(specA, specB, 1, 2), coefficient(specA, specB, 2, 1)
partial = np.cumsum([-c/R_pair**p for c, p in zip(C_pair, (6, 8, 10))])

R_near, R_far = 40.0, 60.0
E3_near, E3_far = perturbation_energies(R_near)[1], perturbation_energies(R_far)[1]
third_power = log(E3_near/E3_far)/log(R_far/R_near)
assert abs(third_power - 11) < 0.3

# ---------- printed results ----------
print("Identity, a=0.4, b=0.9 hartree: integral side =",
      f"{identity_integral(0.4, 0.9):.8f}, 1/(a+b) = {1/(0.4 + 0.9):.8f} 1/hartree")
for l, k in [(1, 1), (1, 2), (1, 3), (2, 2)]:
    print(f"Geometric factor G_{l}{k} from angular average: {averaged_factor[l, k]:.6f}")
print(f"H atom: Laguerre functions per l = {basis_size} (check basis {small_size})")
for l in (1, 2, 3):
    print(f"H static alpha_{l}: exact {static_exact[l]}, basis",
          f"{polarizability(hydrogen[l], 0)[0]:.6f} a.u.")
for w in (0.25, 0.5, 1.0, 2.0):
    values = [polarizability(hydrogen[l], w)[0] for l in (1, 2, 3)]
    print(f"H alpha_1, alpha_2, alpha_3 at i*{w} hartree:",
          ", ".join(f"{v:.5f}" for v in values), "a.u.")
for l, k in [(1, 1), (1, 2), (1, 3), (2, 2)]:
    print(f"H-H I({l},{k}) = {frequency_integral(hydrogen[l], hydrogen[k]):.6f} a.u.;",
          f"C_{l}{k} = {coefficient(hydrogen, hydrogen, l, k):.5f} a.u.")
hartree_ev = constants.value("Hartree energy in eV")
bohr_angstrom = constants.value("Bohr radius")*1e10
for p, ci, cs, cm in zip((6, 8, 10), C_int, C_sum, C_small):
    print(f"H-H C{p}: integral {ci:.6f}, double sum {cs:.6f}, small basis {cm:.6f} a.u.")
    print(f"H-H C{p} = {ci*hartree_ev*bohr_angstrom**p:.4f} eV angstrom^{p}")
R_example = 10.0
for p, c in zip((6, 8, 10), C_int):
    print(f"H-H term -C{p}/R^{p} at R = {R_example:.0f} bohr: {-c/R_example**p*1e6:.4f} microhartree")
print("H-H sum of the three terms:",
      f"{-sum(c/R_example**p for p, c in zip((6, 8, 10), C_int))*1e6:.4f} microhartree")
print(f"Unlike pair: well strength {well} hartree/bohr^2, {mol.nao} Gaussians per atom")
print(f"Unlike pair static alpha_1: A {polarizability(specA[1], 0)[0]:.4f},",
      f"B {polarizability(specB[1], 0)[0]:.4f} a.u.")
print(f"Unlike pair C_12 = {C12_pair:.4f}, C_21 = {C21_pair:.4f} a.u.")
print("Unlike pair C6, C8, C10 =", ", ".join(f"{c:.4f}" for c in C_pair), "a.u.")
print(f"Unlike pair, R = {R_pair:.0f} bohr: E2 from full Coulomb {E2_direct*1e9:.6f} nanohartree")
print(f"  E2 from all C_lk with l,k <= 3: {E2_series*1e9:.6f} nanohartree")
for p, e in zip((6, 8, 10), partial):
    print(f"  series cut after C{p}: {e*1e9:.6f} nanohartree, relative error {e/E2_direct - 1:.2e}")
print(f"Third-order energy falls as R^-{third_power:.3f} between",
      f"{R_near:.0f} and {R_far:.0f} bohr")
print("all tests passed")
```

Running it gives:

```
Identity, a=0.4, b=0.9 hartree: integral side = 0.76923077, 1/(a+b) = 0.76923077 1/hartree
Geometric factor G_11 from angular average: 6.000000
Geometric factor G_12 from angular average: 15.000000
Geometric factor G_13 from angular average: 28.000000
Geometric factor G_22 from angular average: 70.000000
H atom: Laguerre functions per l = 22 (check basis 16)
H static alpha_1: exact 9/2, basis 4.500000 a.u.
H static alpha_2: exact 15, basis 15.000000 a.u.
H static alpha_3: exact 525/4, basis 131.250000 a.u.
H alpha_1, alpha_2, alpha_3 at i*0.25 hartree: 3.31262, 12.47146, 113.64272 a.u.
H alpha_1, alpha_2, alpha_3 at i*0.5 hartree: 1.90539, 8.46980, 82.41280 a.u.
H alpha_1, alpha_2, alpha_3 at i*1.0 hartree: 0.74244, 3.89730, 41.00638 a.u.
H alpha_1, alpha_2, alpha_3 at i*2.0 hartree: 0.22447, 1.29025, 14.22349 a.u.
H-H I(1,1) = 6.805765 a.u.; C_11 = 6.49903 a.u.
H-H I(1,2) = 26.054083 a.u.; C_12 = 62.19954 a.u.
H-H I(1,3) = 241.298369 a.u.; C_13 = 1075.30719 a.u.
H-H I(2,2) = 101.896574 a.u.; C_22 = 1135.21404 a.u.
H-H C6: integral 6.499027, double sum 6.499027, small basis 6.499027 a.u.
H-H C6 = 3.8833 eV angstrom^6
H-H C8: integral 124.399084, double sum 124.399084, small basis 124.399084 a.u.
H-H C8 = 20.8150 eV angstrom^8
H-H C10: integral 3285.828415, double sum 3285.828415, small basis 3285.828415 a.u.
H-H C10 = 153.9596 eV angstrom^10
H-H term -C6/R^6 at R = 10 bohr: -6.4990 microhartree
H-H term -C8/R^8 at R = 10 bohr: -1.2440 microhartree
H-H term -C10/R^10 at R = 10 bohr: -0.3286 microhartree
H-H sum of the three terms: -8.0716 microhartree
Unlike pair: well strength 0.05 hartree/bohr^2, 60 Gaussians per atom
Unlike pair static alpha_1: A 4.4658, B 1.7516 a.u.
Unlike pair C_12 = 14.3188, C_21 = 30.7475 a.u.
Unlike pair C6, C8, C10 = 3.1801, 45.0662, 871.2780 a.u.
Unlike pair, R = 20 bohr: E2 from full Coulomb -51.536404 nanohartree
  E2 from all C_lk with l,k <= 3: -51.536404 nanohartree
  series cut after C6: -49.688312 nanohartree, relative error -3.59e-02
  series cut after C8: -51.448712 nanohartree, relative error -1.70e-03
  series cut after C10: -51.533797 nanohartree, relative error -5.06e-05
Third-order energy falls as R^-11.055 between 40 and 60 bohr
all tests passed
```
